# Why Midbond Functions Recover Dispersion: Two Hydrogen Atoms at 8 Bohr

Place two ground-state hydrogen atoms 8 bohr apart and compute their dispersion energy with s, p and d functions on each nucleus. With 136 functions the result is \(-32.17\) microhartree. Adding shells with \(l=3\) to 6 on both atoms costs 414 more functions and gives \(-36.06\). Adding instead 22 functions of s, p and d type at the midpoint gives \(-36.11\). How can functions with \(l\le2\) replace shells with \(l=3\) to 6 on both atoms?

The angular momentum of a function depends on the point about which it is measured. A midbond s function has \(l=0\) about the midpoint, but about either nucleus it is a packet of many \(l\), with the relative signs that make it point at the partner. Dispersion at this distance needs such packets.

## What is being computed

The nuclei are fixed. Electron 1 belongs to atom A and electron 2 to atom B; exchange, retardation and orders beyond the second are left out. With atomic Hamiltonians \(h_A,h_B\), ground orbitals \(\phi_A,\phi_B\) of energy \(\varepsilon_0\), and Gaussian units, the perturbation is

\[
V=\frac{e^2}{r_{12}}-\frac{e^2}{r_{1B}}-\frac{e^2}{r_{2A}}+\frac{e^2}{R}.
\]

Dispersion comes from states in which both atoms are excited, A to \(a\) and B to \(b\). The last three terms of \(V\) each leave at least one electron untouched, so orthogonality removes them. What remains is \(g_{ab}=\langle ab|e^2/r_{12}|\phi_A\phi_B\rangle\).

Write the first-order pair function as \(\chi=\sum_{ab}c_{ab}|ab\rangle\) with real coefficients, and let \(\Delta_{ab}=\varepsilon_a+\varepsilon_b-2\varepsilon_0>0\). The Hylleraas functional is

\[
J=\sum_{ab}\left(\Delta_{ab}c_{ab}^2+2c_{ab}g_{ab}\right)
=\sum_{ab}\left[\Delta_{ab}\Big(c_{ab}+\frac{g_{ab}}{\Delta_{ab}}\Big)^2-\frac{g_{ab}^2}{\Delta_{ab}}\right].
\]

The square vanishes at the minimum, leaving

\[
E=-\sum_{ab}\frac{g_{ab}^2}{\Delta_{ab}} .
\]

Because \(E\) is a minimum, enlarging a basis can only lower it. Different ways of enlarging the basis can therefore be ranked by the energy they gain. The 1s orbital is itself expanded in Gaussians, with energy \(-0.499998\) hartree, so the ranking refers to that very slightly imperfect atom.

## Which multipoles matter at 8 bohr

For separated charge clouds, put the axis along \(z\) and expand

\[
\frac1{|R\hat z+\mathbf r_2-\mathbf r_1|}=\sum_L\frac{(-1)^L}{R^{L+1}}\,s^LP_L(\cos\theta_s),\qquad \mathbf s=\mathbf r_2-\mathbf r_1 .
\]

Laplace's integral gives \(s^LP_L=\frac1{2\pi}\int_0^{2\pi}(\zeta_2-\zeta_1)^L d\alpha\), where \(\zeta=z+ix\cos\alpha+iy\sin\alpha\). The binomial theorem selects the part of degree \(l\) in \(\mathbf r_1\) and \(l'=L-l\) in \(\mathbf r_2\), with factor \(L!/(l!\,l'!)\). Each power is a solid harmonic of degree \(l\):

\[
\zeta^l=\sum_m(\text{phase})\,\frac{l!}{\sqrt{(l+m)!(l-m)!}}\;r^lC_{lm}\,e^{-im\alpha},
\]

where \(C_{lm}\) is the spherical harmonic scaled so that \(C_{l0}=P_l\). The coefficient follows from comparing both sides near the \(z\) axis, at lowest order in the distance \(\rho\) from it. For \(m\ge0\) the term in \(e^{im(\varphi-\alpha)}\) on the left is \(\binom lm z^{l-m}(i\rho/2)^m\). On the right \(|r^lC_{lm}|\to\sqrt{(l+m)!/(l-m)!}\;z^{l-m}\rho^m/(2^m m!)\). The ratio of the two moduli is the factor above. Averaging over \(\alpha\) pairs \(m\) on one atom with \(-m\) on the other, and the squared coupling is

\[
K_m=\frac{(L!)^2}{(l+m)!(l-m)!(l'+m)!(l'-m)!}=\binom{L}{l+m}\binom{L}{l-m}.
\]

Vandermonde's identity gives \(\sum_mK_m=\binom{2L}{2l}\). Different pairs \((l,l')\) lead to different final states, so there are no cross terms:

\[
E\to-\sum_{l,l'}\frac{C_{ll'}}{R^{2(l+l'+1)}},\qquad
C_{ll'}=e^4\binom{2l+2l'}{2l}\sum_{ij}\frac{t_i^2t_j'^2}{\omega_i+\omega_j'} .
\]

Here \(t_i=\langle\phi|r^lC_{l0}|i\rangle\), \(\omega_i\) is the excitation energy, and primes mark atom B. At 20 bohr this sum, from a separate radial basis and with \(l,l'\le3\), gives \(-0.10674\) microhartree. The Gaussian calculation with the full \(1/r_{12}\) gives \(-0.10675\).

At 8 bohr the terms in \(R^{-6}\), \(R^{-8}\) and \(R^{-10}\) are \(-24.79\), \(-7.41\) and \(-3.06\) microhartree. Each is a substantial fraction of the one before, and the fraction rises from 0.30 to 0.41. Successive terms differ by a factor proportional to \(R^{-2}\), so high multipoles gain weight as the atoms approach. The s, p, d calculation misses 4.21 microhartree, or 11.6% of the reference value \(-36.37\) microhartree (\(-0.990\) meV). That reference uses \(l\le6\) plus midbond functions. It is a finite-basis value for this model, and the true limit of the model lies somewhat lower.

## Where the excited electron goes

The response of hydrogen to a static multipole field has a closed form. Try \(u(r)P_l\phi\), with \(\phi\propto e^{-r/a_0}\) and \(a_0=\hbar^2/(me^2)\). Since \((h-\varepsilon_0)\phi=0\), only derivatives of \(uP_l\) survive, and \(\nabla\phi=-\hat r\phi/a_0\):

\[
(h-\varepsilon_0)uP_l\phi=-\frac{\hbar^2}{2m}\left[u''+\frac{2u'}r-\frac{l(l+1)u}{r^2}-\frac{2u'}{a_0}\right]P_l\phi .
\]

Insert \(u=\alpha r^l+\beta' r^{l+1}\). The first three terms in the bracket vanish for \(r^l\) and give \(2(l+1)r^{l-1}\) for \(r^{l+1}\). The bracket becomes

\[
2\Big[(l+1)\beta'-\frac{l\alpha}{a_0}\Big]r^{l-1}-\frac{2(l+1)\beta'}{a_0}r^l .
\]

To obtain \(r^lP_l\phi\) on the right, the first part must vanish and \(\hbar^2(l+1)\beta'/(ma_0)=1\). With \(E_h=e^2/a_0=\hbar^2/(ma_0^2)\),

\[
u_l=\frac1{E_h}\left[\frac{r^l}{l}+\frac{r^{l+1}}{(l+1)a_0}\right].
\]

The radial probability of \(u_l\phi\) peaks at 2.56, 3.71, 4.78 and 5.82 bohr for \(l=1\) to 4. These are static values. In dispersion the partner's excitation energy \(\omega'\) is added to the denominator, and the response is \((h-\varepsilon_0+\omega')^{-1}r^lP_l\phi\). For large \(\omega'\) this tends to \(r^lP_l\phi/\omega'\), whose radial probability \(r^{2l+2}e^{-2r/a_0}\) peaks at \((l+1)a_0\), that is at 4 and 5 bohr for \(l=3\) and 4. The static form, used again below, is therefore a guide to position and sign rather than the exact dispersion response. The midpoint is at 4 bohr. The f and g shells missing from an s, p, d basis thus describe an electron at roughly the midpoint's distance from its own nucleus. For \(l=6\) the static peak, at 7.87 bohr, is almost as far out as the other nucleus. There the field of the partner's extended charge is no longer a growing power of \(r\), and a single multipole response should not be read literally.

The relative signs of the multipoles matter as much as their sizes. Let B carry a momentary point dipole along the axis. Its potential near A is proportional to the \(R\) derivative of \(\sum_lr^lP_l/R^{l+1}\), which is \(-\sum_l(l+1)r^lP_l/R^{l+2}\). All coefficients share one sign. Each term produces \(u_l\), so on the axis, where \(P_l(\pm1)=(\pm1)^l\), the part with \(l\ge3\) is proportional to

\[
\sum_{l\ge3}(\pm1)^l\frac{l+1}{R^{l+2}}E_hu_l
=\frac1{R^2}\sum_{l\ge3}\Big(\pm\frac rR\Big)^l\left[\frac{l+1}{l}+\frac r{a_0}\right].
\]

The upper sign is the side facing B. At \(r=4\) bohr the bracket is \(5+1/l\), nearly constant. The two geometric series then have the ratio \((1+\tfrac12)/(1-\tfrac12)=3\); the full sums give 2.95. The high multipoles add up towards the partner and partly cancel behind the atom. An atom-centred basis must build this one-sided feature from many shells, whereas a function placed there has it from the start.

## How much angular momentum a midbond function carries

Take a normalized Gaussian proportional to \(\exp(-\beta|\mathbf r-\mathbf d|^2)\), at distance \(d\) from a nucleus, and let \(w_l\) be the share of its norm with angular momentum \(l\) about that nucleus. Rotate the Gaussian about the nucleus by an angle \(\gamma\), so that its centre moves to \(\mathbf d'\). Completing the square,

\[
|\mathbf r-\mathbf d|^2+|\mathbf r-\mathbf d'|^2=2\Big|\mathbf r-\frac{\mathbf d+\mathbf d'}2\Big|^2+\frac{|\mathbf d-\mathbf d'|^2}2 .
\]

The first term integrates to the same value for every \(\gamma\). Since \(|\mathbf d-\mathbf d'|^2=2d^2(1-\cos\gamma)\), the overlap of the original and rotated functions is \(e^{-x(1-\cos\gamma)}\), with \(x=\beta d^2\).

The same overlap can be found shell by shell. The part with angular momentum \(l\) is proportional to \(P_l\) about the direction of \(\mathbf d\), and its overlap with the rotated part is \(w_lP_l(\cos\gamma)\). Expanding \(e^{x\cos\gamma}\) in Legendre polynomials, with \(i_l\) the modified spherical Bessel function, gives

\[
\sum_lw_lP_l(\cos\gamma)=e^{-x(1-\cos\gamma)},\qquad w_l=(2l+1)e^{-x}i_l(x).
\]

Near \(\gamma=0\), \(P_l\approx1-\tfrac12l(l+1)(1-\cos\gamma)\), while the exponential is \(1-x(1-\cos\gamma)\). Comparing the linear terms,

\[
\langle l(l+1)\rangle=2\beta d^2 .
\]

For \(\beta=0.3\) bohr\(^{-2}\) and \(d=4\) bohr, \(x=4.8\) and the mean is 9.6, between the values 6 for a d function and 12 for an f function. Shells with \(l\ge3\) hold 38.5% of the norm. Numerical projection of the Gaussian confirmed the weights.

Two limits bound the useful exponents. For \(x\to0\) the function is so broad that it looks like an s function on the atom and adds nothing new. For large \(x\) it carries high \(l\), but its kinetic energy \(3\hbar^2\beta/(2m)\) also grows, and a narrow spike is a poor match to a smooth response. The exponents used here, 0.9, 0.3 and 0.1 bohr\(^{-2}\) for s and p and 0.6 and 0.2 for d, cover the range between.

There is also a restriction about the axis. Moving a function along \(z\) does not change \(m\), so a midbond shell of angular momentum \(\lambda\) supplies \(|m|\le\lambda\). The factors \(K_m\) show what is needed at long range. For \(l=3\) on one atom and \(l'=1\) on the other, they are 16 for \(m=0\) and 6 for each of \(m=\pm1\). An s set alone therefore cannot reach 12/28, or 43%, of this term. For \(l=3\), \(l'=2\) they are 100, 50 and 5 for \(|m|=0,1,2\), so \(|m|=2\) carries 10/210, about 5%. This is why p functions belong in the midbond set and why low \(\lambda\) is enough.

## Is this really where the gain comes from?

The 22 midbond functions gain 3.94 of the 4.21 microhartree missing relative to the reference, or 94%; relative to the true limit, which lies lower, the share is somewhat smaller. A simpler explanation would be that they repair a poor set of s, p and d radial functions. Refining that radial set changes the energy by 0.01 microhartree, so this explanation fails.

A more direct test replaces each midbond function by its projection on the atomic shells with \(l\le K\) of each atom, which approximates its part with \(l\le K\). The cut functions lie within those shells, so they cannot gain more than the shells do. The table compares the gain of these cut functions with that of all the atomic shells up to \(K\), both measured from the s, p, d level.

| \(K\) | cut midbond (microhartree) | all shells to \(K\) (microhartree) |
|---|---|---|
| 3 | 2.32 | 2.32 |
| 4 | 3.20 | 3.23 |
| 5 | 3.59 | 3.66 |
| 6 | 3.77 | 3.89 |

The cut functions do nearly everything the large atomic shells can do. With their coefficients optimized afresh, the functions cut to \(l\le3\) reach 59% of the full midbond gain, and those cut to \(l\le4\) reach 81%. "High multipoles" here means mainly f and g, with a tail beyond.

Placing the same functions 4 bohr behind each atom tests the signs. Reflection in the plane through the nucleus perpendicular to the axis leaves every weight \(w_l\) unchanged but reverses the relative signs of odd and even \(l\). The gain drops to 1.41 microhartree. It does not vanish, because within a single \(l\) the sign is absorbed by the variational coefficient: cut to \(l\le3\), the functions behind would gain the same 2.32 as those in the middle. The uncut functions gain less than that because so few functions cannot be combined to shed all their higher components at once. These cost energy, and with the wrong signs their coupling to the partner works against that of the \(l=3\) part. High angular momentum is therefore not sufficient; it must be combined so as to face the partner.

## One set, two atoms

The midpoint is equally far from both nuclei, so one set serves both. Since \(h_A\) conserves \(l\) about A, and the low-\(l\) space is nearly complete radially, what a midbond function adds to A is a high-\(l\) part that \(h_A\) does not mix with the rest. The same holds for B, and the energy separates:

\[
E\simeq E_{\rm low,low}+E_{\rm high,low}+E_{\rm low,high}+E_{\rm high,high}.
\]

Giving the midbond functions to A alone adds the second term, a gain of 1.745 microhartree. By symmetry the third is equal. The gain for both atoms is 3.943, so the last term contributes

\[
3.943-2\times1.745=0.453\ \text{microhartree}.
\]

About 11% of the gain comes from both electrons being in high-\(l\) states at once.

## What to do in practice

**Compare with the right alternative.** A single well-chosen f shell on each atom, 14 functions in all, gains 2.20 microhartree. Per function this is 0.157, not far below the 0.179 of the midbond set. The difference appears at the next step. A second f shell raises the gain only to 2.29, and one f plus one g shell, 32 functions, reaches 3.01 (all exponents here are picked from a grid spaced by factors of two, so tuning would add a little). Midbond functions pay off most when the alternative is to keep climbing in \(l\).

**Expect a smaller gain in a dimer basis.** In an ordinary calculation each atom can also use its partner's functions. These are displaced too, and so carry high \(l\). With s, p and d functions on both atoms available to each, the energy is already \(-34.03\) microhartree. Midbond functions lower it to \(-36.26\), a gain of 2.22 instead of 3.94. They remain worthwhile, and the result is within 0.12 microhartree of the reference.

**Treat the fragments alike.** Midbond functions can also lower the energy of an isolated fragment. In a supermolecular calculation they must therefore be present, at the same positions, in the fragment calculations, or that lowering is counted as attraction.

**Use extrapolation with its uncertainty in view.** Suppose the error falls as \(n^{-3}\), so that \(E_n=E_\infty+An^{-3}\). Eliminating \(A\) between \(n-1\) and \(n\) gives

\[
E_\infty=E_n+\frac{(n-1)^3}{n^3-(n-1)^3}\,(E_n-E_{n-1}).
\]

The energies for \(L=2\) and 3, where \(L\) is the highest atomic \(l\), are \(-32.17\) and \(-34.49\) microhartree. Taking \(n=L\) gives \(-35.47\); taking \(n=L+1\) gives \(-36.19\). The second is slightly closer to the reference than the s, p, d plus midbond value, but the choice of \(n\) moves the answer by 0.72. From \(L=5\) and 6 the two choices give \(-36.37\) and \(-36.45\). The inverse cube is an assumption here, not a derived law for this model. These estimates do not bound what the reference still lacks, which may be one or two tenths of a microhartree. Midbond functions reduce the error left to extrapolate, and their energy keeps its variational meaning.

**Move the functions with the geometry, but do not rescale them blindly.** Angular content depends on \(\beta d^2\), and keeping it fixed would require exponents proportional to \(1/R^2\). The response to be fitted, however, also has a length of its own, set by the size of the atom, which does not change with \(R\). Unchanged exponents are therefore a reasonable start, and any rescaling should be judged by the energy it gains.

**Know when they are not needed.** At 20 bohr the \(R^{-6}\) term is 95% of the dispersion energy. Good p functions on the atoms then do most of the work, and little high-\(l\) energy remains to recover. At any distance the midbond set supplements a sound description of the atomic dipole response: in this example the \(l\le1\) functions alone already give \(-24.41\) microhartree, two thirds of the total. The percentages belong to hydrogen at 8 bohr. For other pairs the mechanism carries over wherever the high-multipole response lies between the partners, but its size has to be computed. The complete values are in the numerical output below.

## Table of computed values

```
distance R = 8.0 bohr, midpoint d = 4.0 bohr
Gaussian exponent beta = 0.3 bohr^-2, x = 4.80
weights w_0..w_7: 0.1042 0.2474 0.2631 0.1937 0.1104 0.0514 0.0202 0.0069
weight in l >= 3: 0.3854
mean l(l+1): 9.6000
response peak, l=1..6 (bohr): 2.56 3.71 4.78 5.82 6.85 7.87
l>=3 response at d, facing/behind ratio: 2.948
C6 = 6.4990 hartree bohr^6
C8 = 124.399 hartree bohr^8
C10 = 3285.83 hartree bohr^10
-C6/R^6 at R: -24.792 microhartree
-C8/R^8 at R: -7.415 microhartree
-C10/R^10 at R: -3.060 microhartree
1s energy in Gaussians: -0.4999981 hartree
E at 20 bohr, L=3: -0.106746 microhartree
multipole sum there: -0.106744 microhartree
E(L=1): -24.4093 microhartree, 66 functions
E(L=2): -32.1675 microhartree, 136 functions
E(L=3): -34.4911 microhartree, 220 functions
E(L=4): -35.4015 microhartree, 310 functions
E(L=5): -35.8308 microhartree, 420 functions
E(L=6): -36.0592 microhartree, 550 functions
E(L=2 + midbond): -36.1102 microhartree
reference E(L=6 + midbond): -36.3739 microhartree
reference in meV: -0.9898 meV
missing at L=2: 4.2065 microhartree
missing at L=2 / reference: 11.56 %
midbond functions: 22
midbond gain: 3.9427 microhartree
midbond gain / missing: 93.7 %
gain, midbond for A only: 1.7447 microhartree
gain, sites behind atoms: 1.4079 microhartree
s,p,d radial defect: 0.0097 microhartree
gain, midbond cut to l<=3: 2.3193 microhartree
gain, midbond cut to l<=4: 3.2042 microhartree
gain, midbond cut to l<=5: 3.5914 microhartree
gain, midbond cut to l<=6: 3.7702 microhartree
gain, best f per atom (14): 2.1963 microhartree
gain, best two f per atom (28): 2.2856 microhartree
gain, f and g per atom (32): 3.0067 microhartree
f, g exponents used: 0.10, 0.12 bohr^-2
E(L=2, partner functions): -34.0315 microhartree
same + midbond: -36.2553 microhartree
```
